# Why minority electrons can outrun majority electrons in heavily doped silicon

An electron crossing the p-type base of an npn transistor is a minority carrier among acceptors and holes. When the base is heavily doped, taking the electron's mobility from n-type silicon of equal doping, or from the Born approximation, can make the base look slower than it is. In the model below, at $10^{20}\ \mathrm{cm^{-3}}$ and 300 K, Born theory makes the minority mobility 0.84 times the majority mobility. With scattering treated beyond Born the ratio is 1.47. The order of the two mobilities is reversed.

Born theory fails here because its cross section depends on the square of the ion's charge. A donor, which attracts electrons, and an acceptor, which repels them, then scatter alike. The p-type crystal also contains mobile holes, so the minority electron seems bound to lose. Two effects can change this: the true cross section depends on the sign of the charge, and a mobile hole in a degenerate gas is a weak scatterer.

## The model and its screening

Let the dopant density be $N$, with every dopant ionised. Electrons have six equivalent isotropic valleys of mass $m_e=0.30\,m_0$, and holes two equal bands of mass $m_h=0.60\,m_0$, where $m_0$ is the free-electron mass. The relative permittivity is $\epsilon=11.7$. These are rough, rounded silicon values. Minority electrons are so few that they obey Maxwell statistics, while majority carriers obey Fermi statistics. Ions scatter independently.

An electrostatic potential $\phi$ changes a carrier's energy by $V=\pm e\phi$ and, in linear response, its density by $-(dn/d\mu)V$, where $\mu$ in this derivative is the chemical potential. For either sign of carrier the induced charge density is $-e^2(dn/d\mu)\phi$. Away from the ion, Poisson's equation becomes $\nabla^2\phi=\phi/\lambda^2$, with

$$\frac1{\lambda^2}=\frac{e^2}{\epsilon_0\epsilon}\frac{dn}{d\mu}.$$

The solution around an ion is a Coulomb potential times $e^{-r/\lambda}$. With $a=4\pi\epsilon_0\epsilon\hbar^2/(m_e e^2)=2.06$ nm, the electron's potential energy multiplied by $2m_e/\hbar^2$ is

$$U(r)=s\,\frac{2}{a}\,\frac{e^{-r/\lambda}}{r},$$

where $s=+1$ for an acceptor and $s=-1$ for a donor. At $10^{20}\ \mathrm{cm^{-3}}$, $\lambda$ is 0.62 nm in n-type and 0.63 nm in p-type material. A difference in screening is therefore not the main cause of what follows.

## What Born theory sees

For wave number $k$ and scattering angle $\theta$, the squared momentum transfer in units of $\hbar^2$ is $q^2=2k^2(1-\cos\theta)$. The Born amplitude is the Fourier transform of $-U/4\pi$,

$$f_B=-\frac{2s}{a}\,\frac{1}{q^2+\lambda^{-2}}.$$

Loss of forward momentum is governed by the transport cross section, in which each deflection counts as $1-\cos\theta$. Setting $t=2k^2\lambda^2(1-\cos\theta)$ and $b=4k^2\lambda^2$,

$$\sigma_{\rm tr}=2\pi\int_{-1}^{1}(1-\cos\theta)|f_B|^2\,d\cos\theta
=\frac{2\pi}{a^2k^4}\int_0^b\frac{t\,dt}{(1+t)^2}.$$

Since $t/(1+t)^2=1/(1+t)-1/(1+t)^2$,

$$\sigma_{\rm tr}=\frac{2\pi}{a^2k^4}\left[\ln(1+b)-\frac{b}{1+b}\right].$$

The sign $s$ has disappeared because $s^2=1$.

## Where the sign returns

The next order can be found in closed form at zero energy. The radial function $u$ obeys $u''=Uu$ with $u(0)=0$. Outside the potential $u=r-A$, where $A$ is the scattering length, and the cross section is $4\pi A^2$. The equivalent integral equation is

$$u(r)=r-\int_0^\infty r_<\,U(r')u(r')\,dr',\qquad r_<=\min(r,r').$$

Differentiating twice returns the original equation, because the slope of $r_<$ as a function of $r$ drops from 1 to 0 at $r=r'$. Letting $r\to\infty$ gives $A=\int_0^\infty rUu\,dr$.

Putting $u=r$ on the right gives the first-order term,

$$A_1=\frac{2s}{a}\int_0^\infty r\,e^{-r/\lambda}dr=\frac{2s\lambda^2}{a}.$$

Inserting the first correction to $u$ gives

$$A_2=-\frac{4}{a^2}\int_0^\infty\!\!\int_0^\infty r_<\,e^{-(r+r')/\lambda}\,dr\,dr'.$$

Here $s^2=1$, so this term keeps its sign when the ion's charge is reversed. Write $r_<$ as the integral of 1 over all $z$ below both $r$ and $r'$. The double integral becomes $\int_0^\infty(\lambda e^{-z/\lambda})^2dz=\lambda^3/2$. Therefore

$$A=\frac{2\lambda^2}{a}\left(s-\frac{\lambda}{a}\right)+\dots$$

The magnitude is multiplied by $1+\lambda/a$ for attraction and by $1-\lambda/a$ for repulsion. The correction to $u$ shows why: an attractive ion increases the wave where the potential acts, and a repulsive ion decreases it.

At $10^{20}\ \mathrm{cm^{-3}}$, $\lambda/a=0.30$, too large to stop at second order, and the electrons have finite energy. The radial equation is therefore solved numerically for the phase shifts $\delta_l$. With

$$f=\frac1k\sum_l(2l+1)F_lP_l(\cos\theta),\qquad F_l=e^{i\delta_l}\sin\delta_l=\frac{e^{2i\delta_l}-1}{2i},$$

the factor $\cos\theta$ in the transport integral couples only neighbouring $l$, through

$$\int_{-1}^{1}xP_lP_{l+1}\,dx=\frac{2(l+1)}{(2l+1)(2l+3)}.$$

The total cross section contains $\sum(2l+1)|F_l|^2=\sum(l+1)(|F_l|^2+|F_{l+1}|^2)$. The $\cos\theta$ part subtracts $\sum 2(l+1)\,\mathrm{Re}(F_lF_{l+1}^*)$. Together they form $|F_l-F_{l+1}|^2=\sin^2(\delta_l-\delta_{l+1})$, so

$$\sigma_{\rm tr}=\frac{4\pi}{k^2}\sum_{l=0}^\infty(l+1)\sin^2(\delta_l-\delta_{l+1}).$$

Attraction does not scatter more strongly in every regime. As $\lambda/a$ grows, the first bound state appears at $\lambda/a=0.84$, where $A$ diverges. Diagonalising the radial problem confirmed a bound state 15% above this value and none 15% below it. Beyond the threshold, $A$ returns from $+\infty$. Deepening the potential by $\delta U<0$ changes $A$ by $\int\delta U\,u^2dr<0$, so $A$ must pass through zero before the next threshold. Near that zero, slow electrons are hardly scattered by an attractive ion. The comparison here stays below the first threshold: $\lambda/a$ is 0.67, 0.43 and 0.30 at $10^{19}$, $3\times10^{19}$ and $10^{20}\ \mathrm{cm^{-3}}$.

In the opposite limit of fast electrons at fixed $\lambda$, the first-order phase shifts fall as $1/(ka)$ times a slowly growing logarithm; for $l=0$ the magnitude is $\ln(1+4k^2\lambda^2)/(2ka)$. Born theory then becomes accurate and the sign effect fades.

## From cross sections to mobility

A fixed ion gives the momentum relaxation rate $\nu(E)=Nv\sigma_{\rm tr}$, where $v$ is the electron speed. Suppose the field shifts the whole distribution $f_0$ by a small velocity $w$ along $x$. Its change is $-p_xw\,\partial f_0/\partial E$. The momentum lost per unit time, divided by the momentum present, is

$$\bar\nu=\frac{\int E^{3/2}(-\partial f_0/\partial E)\,\nu(E)\,dE}{\int E^{3/2}(-\partial f_0/\partial E)\,dE}.$$

One factor $E^{1/2}$ comes from the density of states and one factor $E$ from $p_x^2$. Force balance, $eE_x=m_e\bar\nu w$, gives the mobility $e/(m_e\bar\nu)$. With this assumed distribution, the rates of different processes add. Collisions among the majority electrons conserve their total momentum, so they add no friction. Phonons are included with $\nu\propto E^{1/2}$, scaled so that, with this distribution, they alone would give nondegenerate electrons a mobility of $1400\ \mathrm{cm^2/Vs}$.

If each energy instead relaxes independently, $1/\nu(E)$ is averaged. In this second closure the phonon rate $\nu(E)$ is left unchanged, and the hole rate derived below, which is already a thermal average, is treated as independent of energy. Comparing the two closures gives an idea of how much the answer depends on the assumed distribution.

## Why mobile holes are weaker than fixed ions

Holes attract electrons, so one might expect them to cancel the benefit of repulsive acceptors. Their average response has already been used as screening; what scatters here are individual holes interacting through the screened potential.

Let the minority electrons drift at $w$ while the holes are at rest on average. The Maxwell distribution gains the factor $1+p_xw/kT$. Let $dR$ be the equilibrium rate of collisions that change the electron momentum by $\Delta\mathbf p$. The momentum lost per unit time and volume is

$$-\frac{w}{kT}\int\Delta p_x\,p_x\,dR.$$

In equilibrium each collision and its reverse occur equally often. The reverse starts from $p_x+\Delta p_x$ and changes it by $-\Delta p_x$. Averaging the two descriptions replaces $-\Delta p_x\,p_x$ by

$$\tfrac12\left[-\Delta p_xp_x+\Delta p_x(p_x+\Delta p_x)\right]=\tfrac12(\Delta p_x)^2.$$

By isotropy, $(\Delta p_x)^2$ averages to $(\Delta p)^2/3$. Dividing by the electrons' momentum density, $n_em_ew$, gives

$$\nu_{eh}=\frac{N}{6m_ekT}\left\langle v_{\rm rel}\int d\Omega\,|f|^2(\Delta p)^2(1-f_h')\right\rangle.$$

The average runs over electron and hole momenta, and $f_h'$ is the occupation of the hole's final state. The amplitude $f$ is that of relative motion with reduced mass $m_r=m_em_h/(m_e+m_h)$, again found from phase shifts.

The effect of recoil is clearest for nondegenerate holes and a short-range potential. Then $f_h'\approx0$, and the first-order cross section is $4\pi(2\lambda^2/a_r)^2$. Since $a_r\propto1/m_r$, it varies as $m_r^2$. The angular integral of $|f|^2(\Delta p)^2$ is $2m_r^2v_{\rm rel}^2\sigma_{\rm tr}$, so the remaining thermal average is $m_r^2\langle v_{\rm rel}^3\rangle\propto m_r^{1/2}$. The product varies as $m_r^{5/2}$. A fixed centre has $m_r=m_e$, hence

$$\frac{\nu_{eh}}{\nu_{\rm fixed}}=\left(1+\frac{m_e}{m_h}\right)^{-5/2}=0.363$$

for these masses. A direct average over sampled collisions at $\lambda=0.02$ nm gave 0.360.

Pauli blocking has a simple limit too. If the momentum transfer is small, the final hole state is almost the initial one, and the average of $1-f_h'$ is

$$\frac{\int f_h(1-f_h)\,d^3k}{\int f_h\,d^3k}=\frac{kT}{N}\frac{dN}{d\mu},$$

because $f_h(1-f_h)=kT\,\partial f_h/\partial\mu$. The factor is 1 for a dilute gas. In a strongly degenerate gas $N\propto E_F^{3/2}$, so it tends to $3kT/(2E_F)$. At $10^{20}\ \mathrm{cm^{-3}}$ and 300 K it is 0.42.

## The rates at $10^{20}$ per cubic centimetre

All rates here are in $10^{12}\ \mathrm{s^{-1}}$. Going beyond Born raises the donor rate from 19.4 to 30.0, a factor of 1.55. It lowers the acceptor rate from 21.4 to 14.0, a factor of 0.65. The Born values differ slightly because the two electron populations and screening lengths differ.

To isolate the sign, keep the minority population and its screening fixed and reverse only the ion's charge. The rate rises from 14.0 to 36.4, a factor of 2.6.

The value 36.4 is also what the holes would contribute as fixed attractive ions. Letting them move as a nondegenerate gas, with the same screening, reduces it to about 13.8. Fermi statistics with blocking reduce it to 6.0, a further factor of 0.44, close to the small-transfer value of 0.42. Setting the blocking factor to one in the formula above while keeping Fermi-distributed holes gives 17.0, but that number is not a friction rate: collisions and their reverses then no longer balance, so the step to $\tfrac12(\Delta p_x)^2$ fails.

With phonons included, the totals are

$$\nu_{\rm maj}=30.0+5.6=35.6,\qquad \nu_{\rm min}=14.0+6.0+4.2=24.2.$$

The majority phonon rate is larger because the degenerate electrons are faster. The mobilities are

$$\frac{e}{m_e\nu_{\rm maj}}=165\ \mathrm{cm^2/Vs},\qquad
\frac{e}{m_e\nu_{\rm min}}=242\ \mathrm{cm^2/Vs},$$

and their ratio is 1.47. In Born theory the hole rate is 4.3, and the ratio is $(19.4+5.6)/(21.4+4.3+4.2)=0.84$.

Both ingredients are needed in this example. If the acceptors attracted electrons while all else stayed fixed, the ratio would be 0.76. If the acceptors remained repulsive but the holes were fixed attractive ions, it would be 0.65. Degeneracy matters as well: with nondegenerate holes and the same screening the hole rate is about 13.8 and the ratio falls to 1.11, so most of the advantage is lost.

At lower doping the case is weaker. The drifted distribution gives ratios of 1.24 at $10^{19}$ and 1.35 at $3\times10^{19}\ \mathrm{cm^{-3}}$. Averaging $1/\nu$ gives 1.02 and 1.27, so at $10^{19}$ the advantage depends on the closure. At $10^{20}$ both closures give about 1.47.

The two lower dopings have a further weakness. For a hole bound to an acceptor, the heavier mass halves the Bohr radius to 1.03 nm, and the binding threshold lies at $\lambda=0.87$ nm. The p-type screening lengths are 1.39 and 0.90 nm, so the model itself permits bound holes there, though only just at $3\times10^{19}\ \mathrm{cm^{-3}}$, and full ionisation is an added assumption. At $10^{20}$, $\lambda=0.63$ nm and no such state exists.

## Diffusion and drift differ

The value $242\ \mathrm{cm^2/Vs}$ applies to diffusion through holes that are at rest on average. An applied field that drives a hole current moves the holes against the electrons. The built-in field of a graded base is balanced by hole diffusion and drives almost no hole current, so there the holes stay at rest and the drag below is absent. With $\nu_0$ the rate from acceptors and phonons, the electron force balance is

$$0=-eE_x-m_e\nu_0v_e-m_e\nu_{eh}(v_e-v_h),\qquad v_h=\mu_hE_x.$$

Solving for $v_e$ and defining the drift mobility as $-v_e/E_x$,

$$\mu_{\rm drift}=\mu_{\rm min}\left(1-\frac{\mu_h}{\mu_{eh}}\right),\qquad \mu_{eh}=\frac{e}{m_e\nu_{eh}}.$$

Here $\mu_h=53$ and $\mu_{eh}=970\ \mathrm{cm^2/Vs}$, which lowers the minority mobility by 5% to $229\ \mathrm{cm^2/Vs}$ and the ratio to 1.39. The hole mobility includes acceptor scattering alone. Hole phonon scattering would reduce it, and with it the drag.

## How far the model can be trusted for silicon

Real majority electrons at $10^{20}\ \mathrm{cm^{-3}}$ have a room-temperature mobility below $100\ \mathrm{cm^2/Vs}$. The model's 165 is therefore too high, and nothing here shows that the error cancels in the ratio.

Real valleys are anisotropic and the real valence bands are unequal and warped. As a rough measure of this, an electron mass of $0.26\,m_0$ changes the ratio to 1.55, and a hole mass of $0.45\,m_0$ changes it to 1.25. Each change also alters screening. Lighter holes recoil more easily, but in the full calculation the advantage still shrinks.

Linear screening is another approximation. Counting the states that phase shifts draw into a large sphere gives the charge gathered round an ion,

$$\frac{g}{\pi}\int dE\left(-\frac{\partial f_0}{\partial E}\right)\sum_l(2l+1)\delta_l,$$

where $g$ counts bands and spin. This Friedel sum must equal one. Enforcing it shortens $\lambda$ to 0.57 nm around donors and 0.55 nm around acceptors. If only the ions are corrected, the ratio becomes 1.45. If the acceptor's length is also used for the electron–hole interaction, the ratio rises to 1.62, but the Friedel condition for an acceptor does not fix that length. The response of the majority electrons at $q=1\ \mathrm{nm^{-1}}$ is 0.81 of its long-wavelength value, so screening at finite $q$ is weaker than assumed. The effect on the ratio need not be small, and it was not calculated.

Nor was the effect of scattering from several ions at once. The radius of the volume per ion is 1.34 nm, about twice $\lambda$. Among randomly placed ions, a fraction $1-1/e=0.63$ have a neighbour within that distance, so neighbouring potentials often overlap. The wave number times the mean free path is about 9 for typical majority electrons, large enough for separate collisions to be a reasonable first description, but it is smaller for slow electrons. With the total minority rate above, it is only about 5 for a minority electron of energy $3kT/2$. Dynamic screening could change the hole rate; it would have to raise that rate 2.9 times, with all else fixed, to remove the advantage.

Across the changes of mass, screening length, closure and hole drift that were calculated at $10^{20}\ \mathrm{cm^{-3}}$, made one at a time, the ratio lies between 1.25 and 1.62. That range is not an error bar, since it leaves out the effects that were not calculated. The numerical output lists the separate rates and lengths.

## Values computed for the example and the checks

```
Temperature 300 K; kT 0.02585 eV; permittivity 11.7
Electron mass 0.30 m0, valleys 6
Hole mass 0.60 m0, bands 2
Phonon-limited electron mobility 1400 cm2/Vs
Electron effective Bohr radius a 2.064 nm
Binding threshold lam/a 0.8400
Doping cm-3 | lam_n nm | lam_p nm | lam_n/a
1e+19 | 1.381 | 1.386 | 0.669
3e+19 | 0.888 | 0.896 | 0.430
1e+20 | 0.619 | 0.629 | 0.300
Doping cm-3 | mu_maj | mu_min cm2/Vs | ratio | Born | 1/rate avg
1e+19 | 200.7 | 248.4 | 1.238 | 0.705 | 1.022
3e+19 | 187.1 | 252.4 | 1.349 | 0.747 | 1.272
1e+20 | 164.7 | 242.4 | 1.471 | 0.836 | 1.465
All following lines: doping 1e20 cm-3; rates in 1e12/s
Chemical potential/kT: electrons 2.754, holes 2.891
Donors: Born 19.43, full 30.02, factor 1.545
Acceptors: Born 21.42, full 13.96, factor 0.652
Holes if fixed attractive ions 36.39
Holes mobile, no Pauli blocking 16.99
Holes mobile, with blocking 6.04
Holes mobile, with blocking, Born 4.29
Phonons: majority 5.57, minority 4.19
Total: majority 35.59, minority 24.19
Short-range recoil factor: law 0.3629, sampled 0.3600
Small-transfer blocking factor 0.4231
Mobility ratio if acceptors attracted 0.763
Mobility ratio if holes were fixed 0.653
Hole mobility, acceptors only 53.2 cm2/Vs
Electron mobility limited by holes 970.4 cm2/Vs
Minority drift mobility with drag 229.1 cm2/Vs
Drift mobility ratio with drag 1.391
Friedel-corrected lam: n 0.568, p 0.554 nm
Mobility ratio with corrected lam 1.618
Mobility ratio, electron mass 0.26 m0 1.552
Mobility ratio, hole mass 0.45 m0 1.254
Electron response at q=1/nm relative to q=0 0.813
Radius of volume per ion 1.337 nm
Majority wave number times mean free path 9.20
Hole-rate factor that cancels the advantage 2.887
```
